Skyrmion number of a periodic polar texture from its in-plane zeros

## First half: from the charge density to the cores

A polarization field P(x, y) = (Px, Py, Pz) has three real components, depends on two coordinates, and repeats over a plane cell spanned by two lattice vectors. It is assumed to be twice continuously differentiable and nowhere zero. Its direction is the unit vector n = P/|P|, and its skyrmion number is

Q = (1/4π) ∫_cell n·(∂x n × ∂y n) dx dy.   (1)

Here ∂x and ∂y are partial derivatives, and x, y, z form a right-handed frame. At some points the in-plane part (Px, Py) may vanish. Such a point is called an in-plane zero, or a core. The polarization itself does not vanish there; it points straight up or straight down. The cores are assumed to be isolated: each has a neighbourhood containing no other. The problem is to find what the cores alone say about Q.

**(a) What does the integrand of (1) measure, and how is it written in terms of P itself?**

Solution. Since n·n = 1, differentiation gives n·∂x n = 0 and n·∂y n = 0. Both derivatives are therefore tangent to the unit sphere at n, and their cross product is parallel or antiparallel to n. When (x, y) runs over a small rectangle dx dy, n runs over a small parallelogram on the sphere with sides ∂x n dx and ∂y n dy. The quantity

n·(∂x n × ∂y n) dx dy

is the area of that parallelogram, positive if the map from the plane to the sphere keeps the sense of rotation as seen from outside the sphere, and negative if it reverses it. Thus 4πQ is the signed area swept on the sphere, and Q is that area in units of the whole sphere.

For the second question write m = |P|. The quotient rule gives

∂x n = ∂xP/m − P ∂x m/m²,
∂y n = ∂yP/m − P ∂y m/m².

The cross product has four terms:

∂x n × ∂y n = (∂xP × ∂yP)/m² − (∂y m/m³)(∂xP × P) − (∂x m/m³)(P × ∂yP) + (∂x m ∂y m/m⁴)(P × P).

The last term is zero. The second and third are perpendicular to P, so they drop out on multiplication by n = P/m. What remains is

n·(∂x n × ∂y n) = P·(∂xP × ∂yP)/|P|³.   (2)

The denominator shows where the assumption P ≠ 0 enters. The length of P may vary from place to place, as it does in a ferroelectric, without changing Q, because (1) contains the direction alone. If the length reaches zero at a point, the direction is undefined there and so is the integrand.

**(b) Define the winding and the polarity of a core. Show that a cell holds finitely many cores, and find the winding of a core at which the in-plane field has a nonzero Jacobian determinant.**

Solution. Suppose a cell held infinitely many cores. The closed cell is bounded, so they would accumulate at some point. By continuity Px and Py would vanish at that point too, making it a core that is not isolated. This contradicts the assumption, so the number is finite. Label the cores by i.

Away from the cores let φ be the angle of the in-plane part, so that Px and Py are proportional to cos φ and sin φ with the same positive factor. The winding of core i is

w_i = (1/2π) ∮ dφ,   (3)

taken once counterclockwise around a small circle that encloses core i and no other. The in-plane direction returns to itself after one turn, so φ changes by a multiple of 2π and w_i is an integer. It varies continuously as the circle shrinks, since no core is crossed, and an integer that varies continuously is constant. The radius therefore does not matter. The polarity is

p_i = sign Pz at core i,

which is +1 or −1, because Pz cannot vanish where Px and Py already do.

Now let the in-plane field near a core be M r plus a remainder that is small compared with |r|, where r is the displacement from the core and M is the 2 × 2 matrix of first derivatives, with det M ≠ 0. On a small enough circle the remainder is shorter than M r. The full vector then makes an angle of less than 90° with M r at every point of the circle, so the two directions cannot gain a full turn on each other, and they have equal winding. For the linear part, the circle is mapped one-to-one onto an ellipse around the origin. The ellipse is run through once, counterclockwise if det M > 0 and clockwise if det M < 0. Hence

w_i = sign(∂xPx ∂yPy − ∂yPx ∂xPy).   (4)

If the determinant vanishes, (4) does not apply and w_i must be found from (3). It can then have another integer value, including zero.

**(c) Write the integrand of (1), away from the cores, as the curl of a vector field that is periodic.**

Solution. Use polar angles on the sphere:

n = (sin θ cos φ, sin θ sin φ, cos θ).

The unit vectors in the directions of growing θ and φ are e_θ = (cos θ cos φ, cos θ sin φ, −sin θ) and e_φ = (−sin φ, cos φ, 0), and e_θ × e_φ = n. By the chain rule

∂x n = ∂xθ e_θ + sin θ ∂xφ e_φ,

and likewise for y. In the cross product the terms e_θ × e_θ and e_φ × e_φ vanish, and e_φ × e_θ = −n, so

n·(∂x n × ∂y n) = sin θ (∂xθ ∂yφ − ∂yθ ∂xφ).

Since n_z = cos θ, we have sin θ ∂xθ = −∂x n_z and sin θ ∂yθ = −∂y n_z. Therefore

n·(∂x n × ∂y n) = −(∂x n_z ∂yφ − ∂y n_z ∂xφ).

Next expand a curl:

∂x(n_z ∂yφ) − ∂y(n_z ∂xφ) = ∂x n_z ∂yφ − ∂y n_z ∂xφ + n_z(∂x∂yφ − ∂y∂xφ).

The last bracket is zero because the second derivatives are continuous. With F = n_z ∇φ this gives

n·(∂x n × ∂y n) = −(∂xF_y − ∂yF_x).   (5)

The angle φ is defined up to multiples of 2π, and in general no continuous choice of it exists over the whole cell. Its gradient has no such ambiguity. Differentiating tan φ = Py/Px, or cot φ = Px/Py where Px = 0, gives

∇φ = (Px ∇Py − Py ∇Px)/(Px² + Py²).   (6)

The right-hand side is single-valued and has the period of P. So F is single-valued and periodic everywhere except at the cores, where (6) is not defined. This is why the cores carry all the information: were F regular everywhere, the integral of its curl over a periodic cell would vanish.

**(d) Integrate (5) over the cell with small discs around the cores removed, and let the discs shrink. What is Q?**

Solution. First shift the cell so that its edges miss all the cores. This is possible because there are finitely many cores, so finitely many offsets in each lattice direction are excluded. The shift does not change Q, since the integrand is periodic.

Remove a disc of radius ε around each core. The integrand of (1) is continuous over the whole cell and therefore bounded, so the removed discs contribute an amount that vanishes with their area. On the rest, Stokes' theorem in the plane gives

∫ (∂xF_y − ∂yF_x) dx dy = ∮_edge F·dr − Σ_i ∮_i F·dr,

with every loop taken counterclockwise. The circles enter with a minus sign because the region lies outside them. Opposite edges of the cell are run through in opposite directions with equal values of F, so the edge integral is zero. Combined with the minus sign in (5) this leaves

4πQ = lim_{ε→0} Σ_i ∮_i n_z dφ.   (7)

At the core n_z = p_i, so one expects each loop to give p_i · 2πw_i. This needs proof, because ∇φ can grow without limit as the core is approached. Let n_⊥ = (n_x² + n_y²)^{1/2}. On a small circle n_z has the sign p_i, and

|n_z − p_i| = 1 − |n_z| = (1 − n_z²)/(1 + |n_z|) = n_⊥²/(1 + |n_z|) ≤ n_⊥².

Let ∂_t be the derivative along the circle. Equation (6) holds with n in place of P, since a common factor does not alter the angle. Its numerator is the cross product of a vector of length n_⊥ with its own derivative, so

|∂_tφ| ≤ |∂_t n|/n_⊥.

The product of the two bounds is

|n_z − p_i| |∂_tφ| ≤ n_⊥ |∂_t n|.

The first derivatives of n are bounded by some constant K, and the circle has length 2πε. Replacing n_z by p_i in the loop integral therefore makes an error of at most 2πεK times the largest n_⊥ on the circle, which tends to zero. Each loop gives 2πw_i p_i, and (7) becomes

Q = ½ Σ_i w_i p_i.   (8)

No assumption about the Jacobian was used, so (8) covers cores of any winding. A core with w = 0 contributes nothing.

**(e) Equation (8) contains a factor ½. Show that Q is nevertheless an integer, and say what happens when the assumptions are relaxed.**

Solution. Apply the same argument to ∇φ instead of n_z ∇φ. Its curl is zero away from the cores, and its edge integral cancels by periodicity, so

Σ_i w_i = 0.   (9)

Let U be the sum of the windings of the up cores and D that of the down cores. Then U + D = 0, and (8) gives

Q = ½(U − D) = U = −D.   (10)

Q is thus the total winding of the up cores alone, an integer. A texture without cores has Q = 0, and so has one whose cores all have the same polarity. An up core with w = +1 adds +1 in the count of (10), and a down core adds nothing. In the count of (8) both kinds carry halves. The totals agree because of (9); how the charge is shared among the cores is a matter of bookkeeping until regions are specified.

A case with degenerate cores is the in-plane field Px + iPy = (sin x + i sin y)² with Pz = −0.8 + cos x + cos y and period 2π. Squaring doubles the phase. The field sin x + i sin y has windings +1, −1, −1, +1 at (0, 0), (π, 0), (0, π), (π, π), so the squared field has +2, −2, −2, +2. The values of Pz there are 1.2, −0.8, −0.8 and −2.8. Equation (8) gives

Q = ½(2 + 2 + 2 − 2) = 2,

and (10) gives the same value from the single up core.

The choice of the z axis is free. Equation (1) does not change when all vectors n are rotated together, so the cores may be defined as the points where n lies along any fixed axis u, with the winding measured about u. This helps when the cores with respect to z are not isolated, for example when a whole region points straight down. By Sard's theorem, for almost every axis u the map n is locally one-to-one wherever n = ±u. The cores for that axis are then isolated, and Q is an integer in this case too.

Strict periodicity is not always needed. If P returns after a lattice translation rotated by a fixed angle about z, then φ changes by a constant while n_z and ∇φ stay periodic, and (8) holds unchanged. If instead Pz changes sign after a translation while Px and Py repeat, F has opposite values on opposite edges. The edge integrals then add instead of cancelling, and in general (8) fails for that cell. Doubling the cell restores periodicity.

## Second half: pieces, switching and a polar texture in numbers

The symbols carried over are these. P(x, y) is a periodic polarization that vanishes nowhere, n = P/|P|, and φ is the angle of its in-plane part. A core is an isolated point where Px = Py = 0; w is its counterclockwise winding and p = ±1 the sign of Pz there. The density n·(∂x n × ∂y n) equals minus the curl of n_z ∇φ away from the cores. Over a full cell

Q = ½ Σ w p,   Σ w = 0,

so that Q is also the sum of w over the up cores. Where the in-plane field has a nonzero Jacobian determinant, w is the sign of that determinant.

**(f) An image or a simulation often shows a window that is not a full period. What is the charge of a window, and when is it a multiple of one half?**

Solution. Let W be a region whose edge passes through no core. The steps of part (d) apply, except that the edge integral no longer cancels. With the minus sign of the curl relation,

Q_W = ½ Σ_{cores in W} w p − (1/4π) ∮_edge n_z dφ,   (11)

the edge being taken counterclockwise. The second term can have any real value, so a general window has no quantized charge.

Suppose n_z has a constant value c on the edge. By the definition of winding, the integral of dφ along the edge is 2π times the sum of w inside. This follows from applying Stokes' theorem to ∇φ within W. Then

Q_W = ½ Σ_{cores in W} w (p − c).   (12)

For c = 0 the polarization lies in the plane all along the edge, and a region with one core of winding ±1 has charge ±½. Such a region is called a meron.

For c → −1 the edge lies in a matrix that points down, and (12) tends to the sum of w over the up cores. At c = −1 itself φ is undefined on the edge, so this case is understood as the limit of larger and larger windows. By the bound of part (d), it is sufficient for this limit that n_⊥ |∂_t n| integrated along the edge tends to zero. An up core with w = +1 in a down matrix then has Q = +1, of which the core term in (11) supplies one half and the edge term the other.

**(g) Take the texture**

Px = −A sin ky,   Py = A sin kx,   Pz = P0 + C(cos kx + cos ky),   (13)

**with period 12 nm, k = 2π/(12 nm), A = 40 µC/cm², C = 25 µC/cm² and P0 = −20 µC/cm². Find its cores and its charge.**

Solution. The texture is prescribed, not obtained by minimizing an energy, so it illustrates topology and says nothing about stability. It has ∂xPx + ∂yPy = 0, and Pz does not depend on z, so it carries no bound charge in the volume.

The in-plane part vanishes where sin kx = sin ky = 0. That gives four points per cell, with coordinates 0 or 6 nm. The Jacobian determinant is

∂xPx ∂yPy − ∂yPx ∂xPy = 0 − (−Ak cos ky)(Ak cos kx) = A²k² cos kx cos ky,

so w = cos kx cos ky at the cores, where both cosines are ±1. Inserting the coordinates gives:

(0, 0): w = +1, Pz = −20 + 50 = +30 µC/cm², wp/2 = +½
(6, 0): w = −1, Pz = −20 µC/cm², wp/2 = +½
(0, 6): w = −1, Pz = −20 µC/cm², wp/2 = +½
(6, 6): w = +1, Pz = −20 − 50 = −70 µC/cm², wp/2 = −½

Pz is nonzero at all four points, so P vanishes nowhere and the theorem applies. The sum is

Q = ½ + ½ + ½ − ½ = 1.

Direct evaluation of the defining integral, with n sampled on a grid of 320 × 320 points and differentiated by Fourier transform, gives 1.00000000.

The core limit of part (d) can be followed in numbers. Near the origin Pz is close to 30 µC/cm² and the in-plane part has length Akr at distance r. At r = 0.2 nm

n_⊥ ≈ 40 × 0.5236 × 0.2/30 = 0.140,

and 1 − n_z ≈ n_⊥²/2 = 0.0097. The loop integral of n_z dφ divided by 2π, computed at this radius, is 0.9903, which falls short of 1 by that amount. At r = 0.1 nm it is 0.9976. Halving the radius reduces the shortfall by a factor 3.98, close to the factor 4 expected when n_⊥ is proportional to r.

Two pieces of the cell illustrate part (f). The region Pz > 0 around the origin is bounded by cos kx + cos ky = 0.8. Each cosine must exceed −0.2 inside it, so the region closes within one cell, and the up core is the one core it contains. Its edge has n_z = 0, and (12) gives a charge of ½. Integrating the density over the region numerically gives 0.50000000. The rest of the cell holds the other half, which agrees with its three cores: ½ + ½ − ½ = ½.

The second piece is the rectangle from x = −3.6 to 2.4 nm and y = −2.4 to 4.2 nm, which also contains the up core alone. Its charge by Gauss–Legendre integration is 0.501091. The core term is 0.5 and the edge term, integrated separately, is 0.001091. The edge term is small here, but n_z is not zero along this edge and nothing forces the value to be near one half.

**(h) How can Q change when the texture is changed continuously? Apply the answer to a shift of P0, with A, C and the period held fixed.**

Solution. Let P and its first derivatives depend continuously on a parameter s. As long as P vanishes nowhere, the density P·(∂xP × ∂yP)/|P|³ is continuous in s over the whole cell, and so is Q. A continuous integer is constant. Hence Q can change only at a value of s where P vanishes at some point.

Cores may still appear or disappear while Q stays fixed. When several cores merge, they do so at a point with one value of Pz, which is nonzero, so all of them have the same polarity near the merger. The winding around the group is conserved, and so is its contribution to Q. Two cores of equal polarity with w = +1 and −1 can therefore annihilate at no cost in Q.

A different event is the reversal of a core that keeps its winding. Pz passes through zero at the core, P vanishes there at that instant, and

ΔQ = ½ Σ w Δp,   (14)

summed over the reversed cores, with Δp = ±2. For a smooth field with |P| fixed this path does not exist. On a lattice it does: unit vectors on the sites can turn continuously while the field interpolated between them, as in part (i), passes through zero, and the cost in nearest-neighbour energy is finite. In a ferroelectric the length of P can shrink to zero, and a Landau energy density has a finite value at P = 0. The charge is then protected at most by a finite barrier and not by an absolute rule.

In (13) a shift of P0 leaves the in-plane field and all w unchanged. The core values of Pz are P0 + 50, P0 (twice) and P0 − 50 µC/cm². They change sign at P0 = −50, 0 and 50 µC/cm², so (8) gives

P0 < −50: all cores down, Q = 0
−50 < P0 < 0: one core up, Q = +1
0 < P0 < 50: three cores up, Q = 1 − 1 − 1 = −1
P0 > 50: all cores up, Q = 0

At P0 = 0 two cores with w = −1 turn up together, and (14) gives ΔQ = ½(−1 − 1)(2) = −2. The defining integral, evaluated on the same grid as before, is +1.00000 at P0 = −5 µC/cm² and −1.00000 at +5 µC/cm².

**(i) Atomistic data give one vector P per unit cell. How is the theorem used then?**

Solution. Join the lattice sites into triangles and interpolate P linearly within each. The interpolated field is continuous, but its derivatives jump across the triangle sides. Stokes' theorem is therefore applied triangle by triangle. Along a shared side the two neighbours have the same P and the same derivative in the direction of the side, so their integrals of n_z dφ cancel. The theorem survives, provided that the interpolated P vanishes nowhere and no core lies on a side.

Let a triangle have the vectors a, b, c at its corners, in counterclockwise order. Define from their in-plane components

m1 = bx cy − by cx,   m2 = cx ay − cy ax,   m3 = ax by − ay bx,   S = m1 + m2 + m3.

The in-plane parts satisfy m1 a_⊥ + m2 b_⊥ + m3 c_⊥ = 0. To see this when b_⊥ and c_⊥ are not parallel, take the plane cross product of the left side with b_⊥, which gives m1m3 − m3m1 = 0, and with c_⊥, which gives −m1m2 + m2m1 = 0. A plane vector with zero cross product with two independent vectors is zero. The interpolated in-plane field therefore vanishes at the point with weights m1/S, m2/S, m3/S. This point lies inside the triangle if m1, m2 and m3 have the same sign. S is twice the signed area of the triangle formed by a_⊥, b_⊥, c_⊥, so w = sign S. The out-of-plane component at the core is

Pz = (m1 az + m2 bz + m3 cz)/S = a·(b × c)/S,

because the numerator is the expansion of the triple product along the z components. The product of the two signs is

w p = sign[a·(b × c)].   (15)

Each triangle that contains a core adds half of this sign to the sum in (8), and the other triangles add nothing to that sum, although the density integrated over them is in general not zero.

Sample the texture (13) on cells of 0.4 nm, 30 per period, with the sites shifted by 0.37 cell along x and 0.48 cell along y so that no core falls on a site or a side. The largest angle between neighbouring vectors is then 23.4° along x or y and 32.9° along the diagonal sides of the triangles; other shifts change these values by up to about 1.5°. Adding the signed solid angles of the triangles after projection onto the sphere gives Q = 1.00000000.

**(j) How do thermal noise and electric fields compare with the margins of this texture?**

Solution. Take a rough linear susceptibility χ = 100 and T = 300 K. A cell of volume V with energy V(δP)²/(2ε0χ) per component has, by equipartition,

⟨δP²⟩ = ε0χ k_B T/V.   (16)

With V = (0.4 nm)³ this gives an rms noise of about 24 µC/cm² per component. Such a fluctuation is not small compared with the polarization itself, so the linear formula gives only its scale. The weakest cores have |Pz| = 20 µC/cm², so the noise exceeds the margin. In 300 samples with independent Gaussian noise on every cell of a single layer, Q remained 1 in about 32 % (with a standard error of about 3 percentage points), ranged from −4 to 5, and was carried by 77.5 cores on average.

Averaging over a film 6 nm thick, or 15 cells, reduces the noise by √15 to 6.2 µC/cm². Then Q was 1 in all 300 samples, with 6.4 cores on average instead of 4. The additional cores add nothing in total. Independent noise is a severe choice: a positive gradient energy, added at the same χ, stiffens the short-wavelength modes and lowers the variance (16). With uncorrelated noise the charge of the texture is thus a property of the averaged polarization, not of a snapshot of one layer. This conclusion depends strongly on the gradient energy. Adding V G|∇δP|²/2 per cell, as lattice differences in the 15-cell film, defines a correlation length ξ by ξ² = Gε0χ. For ξ = 0.2 nm the single-layer noise falls to about 16 µC/cm² and Q stays 1 in about 73 % of 300 samples; for ξ = 0.4 nm, one cell, it falls to about 10 µC/cm² and Q stays 1 in about 98 %.

For a field E along z, suppose that Pz shifts rigidly by ε0χE. Reversing the two weakest cores takes a shift of 20 µC/cm² = 0.20 C/m², so

E = 0.20/(8.854 × 10⁻¹² × 100) ≈ 2.3 × 10⁸ V/m = 2.3 MV/cm.

Reversing the up core needs 30 µC/cm² downward, or about 3.4 MV/cm. Both are comparable with a rough breakdown field of 2 MV/cm, and with so rough a value of χ the estimate cannot tell whether they can be reached. The estimate ignores any rearrangement of the texture and the nonlinearity of the response, so it sets a scale and not a threshold.

The mean of Pz is −20 µC/cm². Without screening charge at the surfaces, and with a rough background permittivity of 10, it would produce a depolarizing field of 0.20/(10ε0) ≈ 23 MV/cm. The modulated part of Pz leaves surface charge as well. At the up core it amounts to 50 µC/cm², and in a film of thickness d = 6 nm its unscreened field there, averaged over the thickness, would be 0.50/(10ε0) × (1 − e^(−kd))/(kd) ≈ 17 MV/cm if the permittivity is 10 outside the film as well. Surroundings of higher permittivity lower this second field, but not the first. The example therefore presupposes electrodes or other charges that largely screen the mean part, and either such charges or strongly polarizable surroundings for the modulated part.

The parameters lie in the rough range of polar skyrmions in lead titanate/strontium titanate superlattices, which are several nanometres across, in a material whose bulk polarization is roughly 75 µC/cm². One assumption that such structures break is uniformity through the thickness: the in-plane part is understood to turn from a radial pattern near the interfaces to a circulating one in the middle. A rotation of the in-plane part by a fixed angle adds a constant to φ and leaves every w, and so Q, unchanged. Q can differ between two layers only if P vanishes somewhere between them, by the argument of part (h) with s taken as the height. Noise within a single layer can change the number; how often depends, as the estimates above show, on how strongly neighbouring cells are correlated.
